# Decay of Metal-Induced Gap States in a Two-Band Dirac Semiconductor

A semiconductor fills \(x>0\) and touches a metal at \(x=0\). Metal states whose energies lie in the semiconductor's gap leak into it as metal-induced gap states. For motion normal to the contact, the semiconductor is described by

\[
H=vp\,\sigma_x+D\,\sigma_z,\qquad p=-i\frac{d}{dx}.
\]

Here \(v\) is the Dirac velocity, \(D\) is half the gap, \(\sigma_x,\sigma_y,\sigma_z\) are Pauli matrices acting on the two band components, and \(E\) is measured from midgap. The algebra uses atomic units, so \(\hbar=1\). For numbers, \(v\) is read as \(\hbar v=0.5\) eV nm, and the gap is \(2D=1\) eV. The transverse momentum is zero except in part (d).

## (a) Decay length

**Question.** Show that the gap-state density decays over 0.5 nm at midgap and over a longer distance at every other energy in the gap. Discuss the behaviour near a band edge.

**Answer.** Since \(\sigma_x\sigma_z+\sigma_z\sigma_x=0\), the cross terms in \(H^2\) cancel. For a wave \(e^{ikx}\),

\[
E^2=v^2k^2+D^2,\qquad k^2=-\frac{D^2-E^2}{v^2}.
\]

For \(|E|<D\) the right-hand side is negative, so \(k=\pm i\kappa\) with

\[
\kappa=\frac{\sqrt{D^2-E^2}}{v}.
\]

The solution growing as \(e^{\kappa x}\) is excluded in a half-space. The remaining solution is a constant spinor times \(e^{-\kappa x}\), so its density varies as \(e^{-2\kappa x}=e^{-x/\lambda}\), where

\[
\lambda(E)=\frac{1}{2\kappa}=\frac{v}{2\sqrt{D^2-E^2}}.
\]

At midgap,

\[
\lambda(0)=\frac{v}{2D}=\frac{0.5\ \text{eV nm}}{1\ \text{eV}}=0.5\ \text{nm}=5\ \text{Å}.
\]

The amplitude decays over twice this distance, 1 nm, because the density is its square. Differentiation gives

\[
\frac{d\lambda}{dE}
=\frac v2\left(-\frac12\right)(-2E)(D^2-E^2)^{-3/2}
=\frac{E\,\lambda}{D^2-E^2}.
\]

This has the sign of \(E\), so \(\lambda\) rises on both sides of midgap, which is its only minimum. At \(E=\pm0.4\) eV, for example,

\[
\lambda=\frac{0.5}{2\sqrt{0.25-0.16}}\ \text{nm}=0.833\ \text{nm}.
\]

Near midgap, expanding the inverse square root gives \(\lambda\simeq\lambda(0)[1+E^2/(2D^2)]\). The increase is therefore slow at first: at 0.1 eV from midgap, \(\lambda\) is 0.510 nm.

Near a band edge, let \(\delta=D-|E|\ll D\). Then \(D^2-E^2=\delta(2D-\delta)\simeq2D\delta\), and

\[
\kappa\simeq\frac{\sqrt{2D\delta}}v=\sqrt{2m\delta},\qquad m=\frac{D}{v^2}.
\]

This is the decay constant of a single parabolic band. The mass agrees with the band curvature, since \(\sqrt{D^2+v^2k^2}\simeq D+v^2k^2/(2D)\). The decay length diverges as \(\delta\to0\). Extending the parabolic formula to midgap, \(\delta=D\), would give \(\kappa=\sqrt2\,D/v\), too large by a factor \(\sqrt2\), because it ignores the second band.

## (b) Density at the contact

**Question.** Model the metal by \(H_M=vp\,\sigma_x+U\), with constant \(U\). Find the local density of gap states, including its prefactor. Which part of the result survives a change of interface?

**Answer.** First find the decaying spinor \(\chi\). Acting on \(e^{-\kappa x}\), \(p\) gives \(i\kappa\), so the upper row of \(H\psi=E\psi\) reads

\[
(D-E)\chi_1+iv\kappa\,\chi_2=0,
\qquad
\chi_2=i\frac{D-E}{v\kappa}\chi_1
=i\sqrt{\frac{D-E}{D+E}}\,\chi_1.
\]

With unit norm,

\[
\chi=\frac{1}{\sqrt{2D}}
\begin{pmatrix}\sqrt{D+E}\\ i\sqrt{D-E}\end{pmatrix}.
\]

In the metal the spinors \(u_\pm=(1,\pm1)^T/\sqrt2\) move with velocities \(\pm v\). A wave \(u_+e^{iqx}\), with \(q=(E-U)/v\), is incident and \(r\,u_-e^{-iqx}\) is reflected. The equation is first order with finite steps in its coefficients, so the spinor is continuous at \(x=0\):

\[
u_++r\,u_-=t\,\chi.
\]

Projection on \(u_+\) gives \(1=t(\chi_1+\chi_2)/\sqrt2\). Because \(\chi_1\) is real and \(\chi_2\) imaginary, \(|\chi_1+\chi_2|^2=|\chi_1|^2+|\chi_2|^2=1\). Hence \(|t|^2=2\) at every energy in the gap.

Incident waves have \(dq/(2\pi)=dE/(2\pi v)\) states per unit length. No waves arrive from the gapped side, so the density per spin is

\[
\rho(x,E)=\frac{|t|^2e^{-2\kappa x}}{2\pi v}
=\frac{e^{-x/\lambda(E)}}{\pi v}.
\]

The offset \(U\) has dropped out. At midgap and \(x=1.002\) nm,

\[
\rho=\frac{e^{-1.002/0.5}}{\pi(0.5)}=0.0858\ \text{states/(eV nm) per spin},
\]

compared with 0.634 in the same unit at 0.002 nm.

A Green function on a grid of 0.004 nm cells, with a semi-infinite metal lead and \(U=0\), gives the same two densities to the digits quoted. It does not use the decaying solution as input.

Another interface can change \(t\). Beyond the altered region, however, the semiconductor still admits only the solution \(t\chi e^{-\kappa x}\), so \(\lambda\) is unchanged. As an example, raise the half-gap by \(\Delta=1\) eV in a layer of thickness \(d=0.2\) nm. At midgap \(\chi=(1,i)^T/\sqrt2\) for any half-gap, so there is no spinor mismatch, and the density beyond the layer is multiplied by

\[
e^{-2\Delta d/v}=e^{-2(1)(0.2)/0.5}=e^{-0.8}=0.449.
\]

The grid calculation gives this factor and an unchanged decay length of 0.500 nm.

## (c) All gap energies together

**Question.** Does the density summed over the gap also decay exponentially?

**Answer.** Define \(N(x)=\int_{-D}^{D}\rho\,dE\). The two halves of the gap contribute equally. In the upper half set \(s=\sqrt{1-E^2/D^2}\), so that \(|dE|=D\,s\,ds/\sqrt{1-s^2}\). With \(z=2Dx/v=x/\lambda(0)\),

\[
N(x)=\frac{2D}{\pi v}\int_0^1\frac{s\,e^{-zs}}{\sqrt{1-s^2}}\,ds.
\]

For large \(z\), small \(s\) dominates; these are energies near the band edges. Using \((1-s^2)^{-1/2}\simeq1+s^2/2\) and extending the upper limit to infinity gives

\[
N(x)\simeq\frac{2D}{\pi v}\left(\frac1{z^2}+\frac3{z^4}\right)
=\frac{v}{2\pi Dx^2}\left(1+\frac3{z^2}\right).
\]

The sum therefore falls as an inverse square at large depth. At 20 nm, \(z=40\), and the correction \(3/1600\) agrees with the numerical ratio of 1.0019 to the leading term.

The local decay length \(-N/(dN/dx)\) is 0.757 nm at a depth of 1 nm and 1.38 nm at 3 nm. It grows because the midgap states disappear first. \(N\) counts gap states only, and its inverse-square tail is not a tail of charge. The gap states are drawn from the bands: the local density is even in \(E\), because \(\sigma_yH\sigma_y=-H\) and \(U\) drops out, and the total number of states per unit length is unchanged, so each band loses \(N/2\) at every depth. At zero temperature the excess of filled states is therefore \(\int_0^{E_F}\rho\,dE\). It vanishes for a Fermi level \(E_F\) at midgap and decays exponentially for any \(E_F\) inside the gap.

## (d) Transverse momentum

**Question.** In a two-dimensional layer with an edge contact, let the half-gap be \(D+k_y^2/(2m_y)\), with midgap fixed and equal metal weight for each \(k_y\). How does the midgap density decay after summation over \(k_y\)?

**Answer.** At midgap each \(k_y\) has \(\kappa=[D+k_y^2/(2m_y)]/v\), so

\[
\int_{-\infty}^{\infty}dk_y\,e^{-2\kappa x}
=e^{-2Dx/v}\int_{-\infty}^{\infty}dk_y\,e^{-xk_y^2/(m_yv)}
=e^{-2Dx/v}\sqrt{\frac{\pi m_yv}{x}}.
\]

Minus the logarithmic derivative is the local inverse decay length:

\[
\frac1{\lambda_{\rm loc}}=\frac{2D}{v}+\frac1{2x}
=\frac1{\lambda(0)}+\frac1{2x}.
\]

At 1 nm this gives \(\lambda_{\rm loc}=1/(2+0.5)\ \text{nm}=0.400\) nm, and at 5 nm it gives 0.476 nm. The mass \(m_y\) affects the size of the density but not this length, provided the width \(\sqrt{m_yv/x}\) of the Gaussian is small compared with the zone boundary. The value 0.5 nm thus belongs to \(k_y=0\), and to the summed density only at large depth.

## (e) A short channel

**Question.** A second, identical metal contact is placed at \(x=L\). Find the midgap transmission and evaluate it for \(L=5\) nm.

**Answer.** At \(E=0\), multiply \(-iv\sigma_x\psi'=-D\sigma_z\psi\) by \(i\sigma_x/v\) and use \(\sigma_x\sigma_z=-i\sigma_y\):

\[
\psi'=-\frac{iD}{v}\sigma_x\sigma_z\psi=-\kappa\sigma_y\psi,
\qquad \kappa=\frac Dv.
\]

Both growing and decaying solutions are now allowed. With the transmitted spinor \(\tau u_+\) at \(x=L\),

\[
u_++r\,u_-=e^{\kappa L\sigma_y}\tau u_+
=\tau\left[\cosh(\kappa L)+\sigma_y\sinh(\kappa L)\right]u_+.
\]

Since \(\sigma_yu_+=-iu_-\), projection on \(u_+\) gives \(1=\tau\cosh(\kappa L)\). The velocities in the two metals are equal, so

\[
T=|\tau|^2=\frac1{\cosh^2(\kappa L)}.
\]

Here \(\kappa L=5\), and \(T=1.8\times10^{-4}\). For \(\kappa L\gg1\), \(T\simeq4e^{-L/\lambda(0)}\): the length that sets the gap-state density also sets midgap leakage between the contacts. For \(L\to0\), \(T\to1\).

## (f) A real contact

**Question.** Compare the model with an edge contact to few-layer black phosphorus, with current along the armchair direction. Which neglected effects matter most?

**Answer.** The gap of 1 eV and the resulting band-edge mass of 0.15 electron masses are taken here as illustrative values for a few layers, not as fitted ones. The decay length is close to one lattice period, roughly 0.4 nm, so the continuum model cannot resolve the atomic structure of the contact. Real contacts also break several other assumptions. If the metal narrows the nearby gap symmetrically by an assumed 0.2 eV at fixed \(v\), the midgap length becomes \(0.5/0.8\ \text{nm}=0.625\) nm inside the narrowed region; beyond it the length returns to 0.5 nm, as in part (b). Summing over zigzag momentum, with the fixed midgap and equal metal weight assumed in part (d), acts the other way, giving 0.400 nm at a depth of 1 nm. Remote bands can add \(\beta k^2\) to \(D\); at fixed \(v\), a free-electron-sized \(\beta=\pm0.038\) eV nm² gives 0.536 or 0.458 nm, but it also moves the band-edge mass to 0.13 or 0.18 electron masses. If \(v\) is readjusted to keep the mass at 0.15, the length is 0.499 nm for either sign. The Fermi level need not lie at midgap: a displacement of 0.2 eV gives 0.546 nm.

With the Fermi level at midgap at the contact, the effect of a field grows with depth. A contact field of 1 MV/cm, extending 3 nm into the semiconductor, raises the mean decay length between 0.5 and 1.5 nm to 0.526 nm. Beyond 3 nm the state lies 0.3 eV from the local midgap and the length is 0.625 nm, as large as the effect of gap narrowing. The drop of 0.3 eV is too small to carry a state across the gap; that needs the field to extend over 10 nm, and in a uniform field of that strength the interband tunnelling probability is about \(1.5\times10^{-7}\). With the Fermi level at midgap, thermal averaging at 300 K raises the density at 1 nm by 0.9 percent. For flat bands the Boltzmann factor to the band edge is then \(4\times10^{-9}\). The field above bends the bands by 0.3 eV, which raises the factor to about \(4\times10^{-4}\) for the nearer edge; the carriers there are still nondegenerate. A displaced Fermi level together with such bending can change this.

These estimates change one setting at a time and should not be added as though independent. A contact resistance would also require the band alignment, the self-consistent charge, disorder and the number of conducting modes. The numerical output below lists the remaining energies and depths.

## Computed values

```
gap: 1.00 eV; hbar v: 0.50 eV nm
Dirac velocity: 0.3472 atomic units
band-edge mass: 0.152 electron masses
E = -0.40 eV: density decay length 0.8333 nm, grid 0.8333 nm
E = -0.20 eV: density decay length 0.5455 nm, grid 0.5455 nm
E = +0.00 eV: density decay length 0.5000 nm, grid 0.5000 nm
E = +0.10 eV: density decay length 0.5103 nm, grid 0.5103 nm
E = +0.20 eV: density decay length 0.5455 nm, grid 0.5455 nm
E = +0.30 eV: density decay length 0.6250 nm, grid 0.6250 nm
E = +0.40 eV: density decay length 0.8333 nm, grid 0.8333 nm
E = +0.45 eV: density decay length 1.1471 nm, grid 1.1471 nm
midgap density decay length: 0.500 nm = 5.00 angstrom
midgap amplitude decay length: 1.000 nm
midgap density at 0.002 nm: 0.6341, grid 0.6341 states/(eV nm) per spin
midgap density at 1.002 nm: 0.0858, grid 0.0858 states/(eV nm) per spin
midgap density at 2.002 nm: 0.0116, grid 0.0116 states/(eV nm) per spin
interface layer: 0.2 nm thick, half-gap raised by 1.0 eV
  density factor 0.449, decay length 0.5000 nm
gap-summed density at 1 nm: 0.14874 per nm per spin, local decay length 0.757 nm
gap-summed density at 3 nm: 0.01969 per nm per spin, local decay length 1.381 nm
gap sum over its inverse-square limit at 20 nm: 1.0019
Effects outside the model, sized for this example:
zigzag momentum summed, midgap, 1 nm: local decay length 0.400 nm
zigzag momentum summed, midgap, 2 nm: local decay length 0.444 nm
zigzag momentum summed, midgap, 5 nm: local decay length 0.476 nm
remote-band term +0.0381 eV nm^2: midgap decay length 0.536 nm
remote-band term -0.0381 eV nm^2: midgap decay length 0.458 nm
gap narrowed by 0.2 eV: midgap decay length 0.625 nm
contact field 1.0 MV/cm: mean decay length 0.5264 nm from 0.5 to 1.5 nm
interband tunnelling probability in that field: 1.51e-07
thermal averaging at 300 K: density at 1 nm times 1.0091
Boltzmann factor from midgap to band edge: 3.98e-09
midgap transmission through 5 nm: 1.816e-04, grid 1.816e-04
```
